# Disordering temperature of c(4x2) dimers on Si(100) from an Ising lattice: a program that tests the result

```python
# RESULT UNDER TEST: buckled Si(100) dimers with tilts s=+1,-1 and energy
#   E = J_par*sum(s s', along a row) + J_perp*sum(s s', across rows), J > 0,
# have a c(4x2) ground state that disorders at the temperature T_c where
#   sinh(2 J_par/kT) * sinh(2 J_perp/kT) = 1.
# Symbols: K = J/kT; K* = dual coupling, tanh K* = exp(-2K);
#   D = diagonal coupling between adjacent rows (neglected in the result);
#   M = number of rows in a periodic strip; xi = correlation length.
# Energies in meV, temperatures in K, lengths in nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import brentq
from scipy.special import lambertw

kB = const.k / const.e * 1e3
a = const.physical_constants["lattice parameter of silicon"][0] * 1e9 / np.sqrt(2)
J_par, J_perp, D_test = 25.0, 1.5, 0.2
terrace = 50.0
barrier, tilt_height, mass_si = 100.0, 0.07, 28.085
T_warm = 300.0


def spin_states(n):
    return 1.0 - 2.0 * ((np.arange(2**n)[:, None] >> np.arange(n)) & 1)


# ---------- ground state and pattern energies, by enumeration ----------
def energy_per_dimer(s, jp, jx, d):
    """s has shape (..., rows, dimers along row), periodic."""
    across = np.roll(s, -1, axis=-2)
    bonds = jp * s * np.roll(s, -1, axis=-1) + jx * s * across
    bonds = bonds + d * s * (np.roll(across, 1, axis=-1) + np.roll(across, -1, axis=-1))
    return bonds.mean(axis=(-2, -1))


all_patterns = spin_states(16).reshape(-1, 4, 4)
energies = energy_per_dimer(all_patterns, J_par, J_perp, 0.0)
ground = all_patterns[energies < energies.min() + 1e-9]
assert len(ground) == 2
for g in ground:
    # the centring translation of c(4x2): one row across, one dimer along
    assert np.array_equal(np.roll(g, (1, 1), axis=(0, 1)), g)
    peak = np.unravel_index(np.argmax(abs(np.fft.fft2(g))), (4, 4))
    spot = (peak[0] / 4 / 2, peak[1] / 4)   # row spacing is 2a
    assert spot == (0.25, 0.5)

i, j = np.indices((4, 4))
patterns = {"c(4x2)": (-1.0) ** (i + j), "p(2x2)": (-1.0) ** j,
            "p(2x1)": np.ones((4, 4)), "c(2x2)": (-1.0) ** i}
E = {k: energy_per_dimer(p, J_par, J_perp, 0.0) for k, p in patterns.items()}
ED = {k: energy_per_dimer(p, J_par, J_perp, D_test) for k, p in patterns.items()}
assert abs(ED["p(2x2)"] - ED["c(4x2)"] - 2 * (J_perp - 2 * D_test)) < 1e-10
J_par_back = (ED["p(2x1)"] + ED["c(2x2)"] - ED["c(4x2)"] - ED["p(2x2)"]) / 4
assert abs(J_par_back - J_par) < 1e-10


# ---------- transfer matrix built directly from Boltzmann weights ----------
def transfer_matrix(M, T, jt, jc, d=0.0):
    """jt: coupling in the transfer direction, jc: within a column."""
    s = spin_states(M)
    col = (s * np.roll(s, 1, axis=1)).sum(axis=1)
    diag = s @ (np.roll(s, 1, axis=1) + np.roll(s, -1, axis=1)).T
    e = jt * (s @ s.T) + d * diag + 0.5 * jc * (col[:, None] + col[None, :])
    return np.exp(-e / (kB * T)), s, col


def strip_levels(M, T, jt, jc, d=0.0):
    w = np.sort(abs(eigvalsh(transfer_matrix(M, T, jt, jc, d)[0])))[::-1]
    return np.log(w[:2])


def strip_gap(M, T, jt, jc, d=0.0):
    top = strip_levels(M, T, jt, jc, d)
    return top[0] - top[1]


# ---------- derived fermion formulas ----------
def dual(K):
    return -0.5 * np.log(np.tanh(K))


def mode_energy(q, Kt, Kc):
    Ks = dual(Kt)
    x = np.sinh(Ks - Kc)**2 + np.sinh(2*Ks) * np.sinh(2*Kc) * np.sin(q/2)**2
    return 2 * np.arcsinh(np.sqrt(x))


def fermion_levels(M, Kt, Kc):
    base = 0.5 * M * np.log(2 * np.sinh(2 * Kt))
    q_even = (2 * np.arange(M) + 1) * np.pi / M
    q_odd = 2 * np.arange(1, M) * np.pi / M
    even = 0.5 * mode_energy(q_even, Kt, Kc).sum()
    odd = 0.5 * mode_energy(q_odd, Kt, Kc).sum() + Kc - dual(Kt)
    return np.array([base + even, base + odd])


def inverse_xi(T, jt, jc):
    return 2 * dual(jt / (kB * T)) - 2 * jc / (kB * T)


for T in (150.0, 225.0, 300.0):
    for M in (6, 8):
        diff = strip_levels(M, T, J_par, J_perp) - fermion_levels(
            M, J_par / (kB * T), J_perp / (kB * T))
        assert np.max(abs(diff)) < 1e-8
diff = strip_levels(8, T_warm, J_perp, J_par) - fermion_levels(
    8, J_perp / (kB * T_warm), J_par / (kB * T_warm))
assert np.max(abs(diff)) < 1e-8


# ---------- disordering temperature ----------
def critical_T(jp, jx):
    f = lambda T: np.sinh(2*jp/(kB*T)) * np.sinh(2*jx/(kB*T)) - 1
    return brentq(f, 40.0, 2000.0, xtol=1e-10)


def crossing_T(jp, jx, d, M1, M2):
    f = lambda T: M2*strip_gap(M2, T, jp, jx, d) - M1*strip_gap(M1, T, jp, jx, d)
    return brentq(f, 150.0, 350.0, xtol=1e-5)


Tc = critical_T(J_par, J_perp)
cross46 = crossing_T(J_par, J_perp, 0.0, 4, 6)
cross68 = crossing_T(J_par, J_perp, 0.0, 6, 8)
assert abs(cross68 / Tc - 1) < 2e-3          # finite strip widths
assert abs(cross68 - Tc) < abs(cross46 - Tc)  # and converging

# the gap survives above T_c and dies exponentially with width below it
gap_warm = strip_gap(10, T_warm, J_par, J_perp)
assert abs(gap_warm / inverse_xi(T_warm, J_par, J_perp) - 1) < 1e-2
gap8, gap10 = (strip_gap(M, 150.0, J_par, J_perp) for M in (8, 10))
assert gap10 < 0.1 * gap8

T_lambert = 2 * J_par / lambertw(2 * J_par / J_perp).real / kB
assert abs(T_lambert / Tc - 1) < 0.01
Kp, Kx = J_par / (kB * Tc), J_perp / (kB * Tc)
parts = np.array([2*Kp / np.tanh(2*Kp), 2*Kx / np.tanh(2*Kx)])
sens = parts / parts.sum()
h = 1e-4
num = [np.log(critical_T(J_par*(1+h), J_perp) / critical_T(J_par*(1-h), J_perp)),
       np.log(critical_T(J_par, J_perp*(1+h)) / critical_T(J_par, J_perp*(1-h)))]
assert np.allclose(np.array(num) / (2 * h), sens, atol=1e-5)

# mean-field comparison: iterate the two-sublattice equations
T_mf = 2 * (J_par + J_perp) / kB


def mean_field_order(T):
    A, B = 0.9, -0.9
    for _ in range(5000):
        A, B = (np.tanh(-2*(J_par+J_perp)*B/(kB*T)),
                np.tanh(-2*(J_par+J_perp)*A/(kB*T)))
    return abs(A - B) / 2


assert mean_field_order(0.99 * T_mf) > 0.1
assert mean_field_order(1.01 * T_mf) < 1e-6


# ---------- neighbour correlations ----------
def log_z(Kt, Kc):
    integral = quad(mode_energy, 0, np.pi, args=(Kt, Kc),
                    points=[0.01, 0.1], epsabs=1e-12, epsrel=1e-12, limit=400)[0]
    return 0.5 * np.log(2 * np.sinh(2 * Kt)) + integral / (2 * np.pi)


def correlations(T, step=1e-4):
    p, x = J_par / (kB * T), J_perp / (kB * T)
    along = -(log_z(p + step, x) - log_z(p - step, x)) / (2 * step)
    across = -(log_z(p, x + step) - log_z(p, x - step)) / (2 * step)
    return along, across


corr_tc, corr_warm = correlations(Tc), correlations(T_warm)
W, s, col = transfer_matrix(8, T_warm, J_par, J_perp)
vals, vecs = eigh(W)
v = vecs[:, -1]
strip_along = v @ ((s @ s.T / 8) * W) @ v / vals[-1]
strip_across = (v**2 * col).sum() / 8
assert abs(strip_along - corr_warm[0]) < 3e-3    # width 8 against infinite
assert abs(strip_across - corr_warm[1]) < 3e-3

xi_par = a / inverse_xi(T_warm, J_par, J_perp)
xi_perp = 2 * a / inverse_xi(T_warm, J_perp, J_par)
T_terrace = brentq(lambda T: inverse_xi(T, J_par, J_perp) - a/terrace, Tc, 300.0)

# ---------- neglected diagonal coupling ----------
shift_added = crossing_T(J_par, J_perp, D_test, 6, 8) - cross68
shift_refit = crossing_T(J_par, J_perp + 2*D_test, D_test, 6, 8) - cross68
shift_formula = critical_T(J_par, J_perp - 2*D_test) - Tc
assert shift_added < 0
assert abs(shift_refit) < 0.25 * abs(shift_added)

# ---------- two-state assumption: V = barrier*(1-(x/x0)^2)^2 ----------
mu = 0.5 * mass_si * const.atomic_mass
hbar2_2mu = const.hbar**2 / (2 * mu) / const.e * 1e3 * 1e18   # meV nm^2


def well(x):
    return barrier * (1 - (x / tilt_height)**2)**2


def well_levels(n):
    x = np.linspace(-0.13, 0.13, n)
    dx = x[1] - x[0]
    k = np.arange(n)[:, None] - np.arange(n)[None, :]
    kin = np.where(k == 0, np.pi**2/3, 2*(-1.0)**k / np.where(k == 0, 1, k)**2)
    return eigvalsh(hbar2_2mu / dx**2 * kin + np.diag(well(x)))


lev, lev_fine = well_levels(81), well_levels(97)
split0 = lev[1] - lev[0]
assert abs((lev_fine[1] - lev_fine[0]) / split0 - 1) < 0.05   # rounding limit
pairs = lev[:40].reshape(-1, 2)
pairs = pairs[pairs.mean(axis=1) < barrier]
weights = np.exp(-(pairs.mean(axis=1) - lev[0]) / (kB * Tc))
split_avg = (weights * (pairs[:, 1] - pairs[:, 0])).sum() / weights.sum()
assert split0 < 1e-3 * J_perp
boltz = lambda x: np.exp(-well(x) / (kB * Tc))
flat = quad(boltz, 0, tilt_height/2)[0] / quad(boltz, 0, 0.2, points=[0.07])[0]
omega = np.sqrt(8 * barrier * 1e-3 * const.e / (mu * (tilt_height * 1e-9)**2))
rate = omega / (2 * np.pi) * np.exp(-barrier / (kB * Tc))

# ---------- output ----------
print(f"J_par, J_perp (inputs): {J_par:.1f}, {J_perp:.1f} meV")
print(f"dimer spacing along row, row spacing: {a:.4f}, {2*a:.4f} nm")
print(f"c(4x2) spot (across, along): {spot[0]:.2f}, {spot[1]:.2f} of 2pi/a")
for name, value in E.items():
    print(f"energy per dimer {name}, D=0: {value:.2f} meV")
print(f"T_c: {Tc:.2f} K")
print(f"k T_c: {kB*Tc:.3f} meV")
print(f"2K_par, 2K_perp at T_c: {2*Kp:.4f}, {2*Kx:.4f}")
print(f"sinh 2K_par, sinh 2K_perp at T_c: {np.sinh(2*Kp):.4f}, {np.sinh(2*Kx):.4f}")
print(f"T_c from strips of 4 and 6 rows: {cross46:.2f} K")
print(f"T_c from strips of 6 and 8 rows: {cross68:.2f} K")
print(f"T_c, Lambert approximation: {T_lambert:.2f} K")
print(f"T_c, mean field: {T_mf:.1f} K")
print(f"dlnT_c/dlnJ_par, dlnT_c/dlnJ_perp: {sens[0]:.3f}, {sens[1]:.3f}")
print(f"T_c for J_perp = 1.0 meV: {critical_T(J_par, 1.0):.1f} K")
print(f"T_c for J_perp = 2.0 meV: {critical_T(J_par, 2.0):.1f} K")
print(f"<ss'> along, across at T_c: {corr_tc[0]:.3f}, {corr_tc[1]:.3f}")
print(f"<ss'> along, across at 300 K: {corr_warm[0]:.3f}, {corr_warm[1]:.3f}")
print(f"same at 300 K, 8-row strip: {strip_along:.3f}, {strip_across:.3f}")
print(f"xi along, across at 300 K: {xi_par:.2f}, {xi_perp:.2f} nm")
print(f"strip gap at 150 K, 8 and 10 rows: {gap8:.2e}, {gap10:.2e}")
print(f"terrace length (input): {terrace:.0f} nm")
print(f"xi along row equals terrace at T_c + {T_terrace-Tc:.2f} K")
print(f"diagonal coupling D (input): {D_test:.1f} meV")
print(f"T_c shift, D added at fixed J_perp (strips): {shift_added:.2f} K")
print(f"same shift from formula with J_perp-2D: {shift_formula:.2f} K")
print(f"T_c shift, D added and J_perp refitted (strips): {shift_refit:.2f} K")
print(f"barrier, height difference (inputs): {barrier:.0f} meV, {tilt_height:.2f} nm")
print(f"silicon atomic mass (input): {mass_si:.3f} u")
print(f"well quantum hbar*omega: {const.hbar*omega/const.e*1e3:.1f} meV")
print(f"fraction of dimers below half tilt at T_c: {100*flat:.2f} %")
print(f"flipping rate at T_c (attempt rate x Boltzmann): {rate:.1e} 1/s")
print(f"tunnel splitting, ground doublet: {split0:.1e} meV")
print(f"tunnel splitting, thermal mean below barrier: {split_avg:.3f} meV")
print("finished without a failed check")
```

Printed output:

```
J_par, J_perp (inputs): 25.0, 1.5 meV
dimer spacing along row, row spacing: 0.3840, 0.7681 nm
c(4x2) spot (across, along): 0.25, 0.50 of 2pi/a
energy per dimer c(4x2), D=0: -26.50 meV
energy per dimer p(2x2), D=0: -23.50 meV
energy per dimer p(2x1), D=0: 26.50 meV
energy per dimer c(2x2), D=0: 23.50 meV
T_c: 226.11 K
k T_c: 19.485 meV
2K_par, 2K_perp at T_c: 2.5661, 0.1540
sinh 2K_par, sinh 2K_perp at T_c: 6.4693, 0.1546
T_c from strips of 4 and 6 rows: 226.48 K
T_c from strips of 6 and 8 rows: 226.24 K
T_c, Lambert approximation: 226.23 K
T_c, mean field: 615.0 K
dlnT_c/dlnJ_par, dlnT_c/dlnJ_perp: 0.720, 0.280
T_c for J_perp = 1.0 meV: 202.8 K
T_c for J_perp = 2.0 meV: 245.6 K
<ss'> along, across at T_c: -0.913, -0.639
<ss'> along, across at 300 K: -0.759, -0.209
same at 300 K, 8-row strip: -0.759, -0.209
xi along, across at 300 K: 2.19, 0.84 nm
strip gap at 150 K, 8 and 10 rows: 5.51e-08, 1.60e-09
terrace length (input): 50 nm
xi along row equals terrace at T_c + 3.16 K
diagonal coupling D (input): 0.2 meV
T_c shift, D added at fixed J_perp (strips): -18.42 K
same shift from formula with J_perp-2D: -18.25 K
T_c shift, D added and J_perp refitted (strips): -0.20 K
barrier, height difference (inputs): 100 meV, 0.07 nm
silicon atomic mass (input): 28.085 u
well quantum hbar*omega: 22.0 meV
fraction of dimers below half tilt at T_c: 2.04 %
flipping rate at T_c (attempt rate x Boltzmann): 3.1e+10 1/s
tunnel splitting, ground doublet: 8.9e-09 meV
tunnel splitting, thermal mean below barrier: 0.005 meV
finished without a failed check
```
